# Dipole correction for a periodic slab with a precursor on one face

## What symmetry and dimensions already fix

A slab calculation with periodic boundary conditions repeats the slab along its normal \(z\) with period \(L\). If a precursor sits on one face only, each cell of area \(A\) carries a dipole \(M=\int z\rho\,d^3r\), and the stacked images act on one another. Here \(\rho\) is the total charge density, nuclei and electrons together. The cell is neutral, so \(M\) does not depend on the origin of \(z\).

Take the density as fixed and the vacuum as wide. Let the energy error per cell depend on \(M\), \(A\) and \(L\) alone. Three requirements then fix its form.

- Electrostatic energy is quadratic in the density, so the error is proportional to \(M^2\). Reflection \(z\to-z\), which reverses \(M\), leaves it unchanged.
- In Hartree atomic units an energy is a charge squared over a length. Since \(M^2\) is a charge squared times a length squared, the error is \(M^2L^{-3}f(A/L^2)\), with \(f\) a dimensionless function.
- Describing the same slab with a cell \(n\) times larger in area multiplies \(M\), \(A\) and the energy by \(n\). Hence \(n^2f(nA/L^2)=nf(A/L^2)\), which requires \(f\propto L^2/A\).

The error is therefore
\[
\Delta E=-c\,\frac{M^2}{AL},
\]
with a pure number \(c\) still to be found. It falls as \(1/L\), which is slow. A capacitor gives \(c\) and its sign.

## Two charged sheets, by hand

Put a sheet of charge density \(-s\) at \(z=-d/2\) and a sheet of density \(+s\) at \(z=+d/2\). The dipole per area is \(m=M/A=sd\).

For the isolated pair, the field is \(-4\pi s\) between the sheets and zero outside. The potential \(V\), defined as that felt by a positive charge, rises by \(4\pi sd=4\pi m\) from left to right. With the field energy density \(\mathcal E^2/8\pi\), the energy per area is
\[
e_{\rm iso}=\frac{(4\pi s)^2}{8\pi}\,d=2\pi s^2d .
\]

Now repeat the pair with period \(L\) and demand a periodic potential. The field must average to zero over a period. Gauss's law still fixes its jump at each sheet, so the one freedom left is a uniform field \(F\) added everywhere:
\[
(-4\pi s+F)\,d+F\,(L-d)=0
\quad\Rightarrow\quad
F=\frac{4\pi sd}{L}=\frac{4\pi m}{L}.
\]
The field is \(-4\pi s(1-d/L)\) inside and \(4\pi sd/L\) in the vacuum. The energy per area becomes
\[
e_{\rm per}=2\pi s^2\left[d\left(1-\frac dL\right)^2+\frac{d^2}{L^2}(L-d)\right].
\]
Since \(d^2(L-d)/L^2=d\,(d/L)(1-d/L)\), a factor \(d(1-d/L)\) comes out of both terms:
\[
e_{\rm per}=2\pi s^2d\left(1-\frac dL\right)\left[\left(1-\frac dL\right)+\frac dL\right]
=e_{\rm iso}-\frac{2\pi m^2}{L}.
\]
So \(c=2\pi\). With \(L=3d\), a third of the energy is missing and the vacuum carries a field \(4\pi s/3\) that the isolated pair does not have.

## Sheets that respond

A real slab polarizes in the false field. Let \(m_0\) be the dipole per area of the isolated slab. Under a weak external field \(F\), linear response gives
\[
m=m_0+\frac{\ell}{4\pi}F ,\qquad \ell=\frac{4\pi}{A}\frac{dM}{dF}.
\]
The quantity \(\ell\) is a length. For a uniform dielectric slab of thickness \(t\) and permittivity \(\varepsilon\), the inner field is \(F/\varepsilon\) and the polarization is \((F-F/\varepsilon)/4\pi\), so \(\ell=t(1-1/\varepsilon)\). An ideal metal has \(\ell=t\).

Minimize the isolated energy over all internal coordinates while holding \(m\) fixed. In linear response the result is a parabola,
\[
e(m)=e_0+\frac{2\pi}{\ell}(m-m_0)^2 ,
\]
because minimizing \(e(m)-Fm\) must return the response law above. The uncorrected periodic cell minimizes instead
\[
e_{\rm u}(m)=e_0+\frac{2\pi}{\ell}(m-m_0)^2-\frac{2\pi m^2}{L}.
\]
Setting the derivative to zero gives \((m-m_0)/\ell=m/L\), hence
\[
m_{\rm u}=m_0\frac{L}{L-\ell},\qquad m_{\rm u}-m_0=m_0\frac{\ell}{L-\ell}.
\]
This is a minimum if \(1/\ell>1/L\), that is, if \(L>\ell\). Inserting it,
\[
e_{\rm u}-e_0=2\pi m_0^2\,\frac{\ell-L}{(L-\ell)^2}=-\frac{2\pi m_0^2}{L-\ell}.
\]
For an ideal metal \(L-\ell\) is the vacuum thickness itself. For a slab that does not respond, \(\ell=0\) and the fixed-density result returns.

Suppose one runs the uncorrected calculation and adds \(2\pi m_{\rm u}^2/L\) to the energy afterwards. The parabola remains, evaluated at the wrong dipole:
\[
e_{\rm after}-e_0=\frac{2\pi}{\ell}(m_{\rm u}-m_0)^2=\frac{2\pi m_0^2\,\ell}{(L-\ell)^2}.
\]
This is positive, since a wrong density cannot lie below the minimum, and it decays as \(1/L^2\). Removing it afterwards would require \(\ell\), for instance from uncorrected runs at two periods. A correction that acts while the density is being determined removes it directly.

## The general slab

Let \(\bar\rho(z)\) be the charge density averaged over the plane. It obeys \(\int\bar\rho\,dz=0\) and \(\int z\bar\rho\,dz=m\). The isolated solution of \(V''=-4\pi\bar\rho\) is
\[
V_{\rm iso}(z)=-2\pi\int|z-z'|\,\bar\rho(z')\,dz'.
\]
To the right of all charge, \(|z-z'|=z-z'\). The term in \(z\) vanishes by neutrality, leaving \(+2\pi m\). On the left the value is \(-2\pi m\). Both vacua are flat, and the step is \(4\pi m\), as for the sheets.

Let one period run from \(z=0\) to \(z=L\), with both ends in vacuum. There the periodic potential solves the same equation, so it can differ from \(V_{\rm iso}\) only by \(bz+\text{const}\). Equal values at the two ends require \(4\pi m+bL=0\), so
\[
V_{\rm per}(z)=V_{\rm iso}(z)-\frac{4\pi m}{L}z+\text{const}.
\]
In the energy \(\tfrac12\int\bar\rho V\,dz\) the constant drops out and the linear term gives \(-2\pi m^2/L\). The result from the sheets thus holds for any neutral planar profile.

The correction energy per cell, and the potential that follows from it, are
\[
E_{\rm dip}=\frac{2\pi M^2}{AL},\qquad
V_{\rm dip}=\frac{\delta E_{\rm dip}}{\delta\rho}=\frac{4\pi M}{AL}\left(z-\frac L2\right).
\]
The derivative uses \(\delta M/\delta\rho(\mathbf r)=z\); the constant \(-L/2\) is free because the cell is neutral. Repeated periodically, \(V_{\rm dip}\) is a sawtooth whose jump lies at the cell boundary, called the cut. An electron feels \(-V_{\rm dip}\).

The factor two needs care. Since \(\tfrac12\int\rho V_{\rm dip}\,d^3r=E_{\rm dip}\), a code that evaluates \(\tfrac12\int\rho V\) with the corrected potential already contains \(E_{\rm dip}\). A code that sums Kohn–Sham eigenvalues has included \(-\int nV_{\rm dip}\,d^3r\), with \(n\) the electron number density. It must remove that term and then add \(E_{\rm dip}\) once.

The correction also acts on the nuclei. A nucleus of charge \(q\) gains the force \(-\partial E_{\rm dip}/\partial z=-4\pi Mq/(AL)\). The density's own change adds nothing at first order, because the corrected energy is stationary.

### What remains after the correction

Lateral structure enters through Fourier components with in-plane wave vector of length \(g>0\):
\[
V_g''-g^2V_g=-4\pi\rho_g .
\]
In vacuum the solutions are \(e^{\pm gz}\), so the influence of one slab on the next decays as \(e^{-gD}\) across a vacuum of thickness \(D\). For a square cell of side \(a\) the smallest value is \(g_1=2\pi/a\). In the outer vacuum on either side of the neutral slab the corrected planar average is flat, while the full potential is flat up to this decaying corrugation. An empty gap inside the slab, like the one between the two sheets, can still carry a field. A structure with a wider lateral period has a smaller \(g_1\) and needs proportionally more vacuum for the same suppression of that harmonic. Merely describing the same structure with a larger cell changes nothing, since the added harmonics are empty.

### The algorithm

1. Place the cut in the middle of the vacuum.
2. Form the total charge density and compute \(M\) with \(z\) measured from the cut.
3. Solve the periodic Poisson equation by Fourier transform, omitting the zero wave vector.
4. Add \(V_{\rm dip}\) to the potential seen by electrons and nuclei.
5. Update the density and repeat from step 2 until it is stationary.
6. Count \(E_{\rm dip}\) once, and include its force.
7. Check that the planar potential is flat on both sides, with step \(4\pi M/A\), and increase \(L\) until the energy is steady.

The scheme fails for a charged cell, whose dipole depends on the origin. It fails if the cut passes through matter. It also fails if electrons spill into the vacuum, since the density then no longer vanishes at the cut.

## A chlorinated hafnium fragment on an oxide-like slab

The example is a model with round parameters. Four layers, 0.25 nm apart, each hold a \(2\times2\) checkerboard of charges \(\pm0.5\,e\) in a square cell of side 0.64 nm. Above a positive top site stand an oxygen and then a hafnium, in steps of 0.20 nm. Three chlorines lie 0.235 nm from the hafnium, at 65° from the outward normal and at azimuths 15°, 135° and 255°. The charges of O, Hf and each Cl are \(-0.30\), \(1.80\) and \(-0.50\,e\).

Every site is a Gaussian of width \(\sigma=0.070\) nm that carries its charge and an inducible dipole \(\mathbf p_i\). The free-site polarizabilities \(\alpha_i\) are 0.0025 nm³ in the slab, 0.0005 nm³ for O and Hf, and 0.001 nm³ for Cl. The energy is
\[
E=\frac12\int\rho V\,d^3r+\frac12\sum_i k_i p_i^2,\qquad
k_i=\frac1{\alpha_i}-\frac1{6\sqrt\pi\,\sigma^3},
\]
where the subtraction removes the self-energy of a Gaussian dipole, so that a free site has polarizability \(\alpha_i\). The model leaves out exchange, correlation, covalent bonding, charge transfer and short-range repulsion. Its energies are electrostatic and polarization parts, not adsorption energies.

### Potentials

The isolated dipole is \(M_0=-0.0579\,e\,\)nm, or \(-2.78\) debye. The predicted step \(S_0=4\pi M_0/A\) is \(-2.556\) V, and the corrected grid potential at \(L=3.2\) nm shows the same value. The sign follows from the chlorines, which put negative charge outermost. An electron's vacuum level is thus 2.56 eV higher on the precursor side.

A finite field gives \(\ell=0.825\) nm. The output labels it "screening length"; it measures the response of the slab, not the depth to which a field penetrates. The uncorrected vacuum slope should be
\[
\frac{dV}{dz}=-\frac{4\pi M_{\rm u}}{AL}=-\frac{S_0}{L-\ell}
=\frac{2.556\ \text{V}}{(3.2-0.825)\ \text{nm}}=1.076\ \text{V/nm},
\]
which is the slope found on the grid. With the correction it drops below \(10^{-7}\) V/nm on both sides.

The rms corrugation is 16.8 mV at 0.42 nm above the outermost nucleus and 2.27 mV at 0.62 nm. The decay rate is 10.0 nm⁻¹, against \(g_1=9.82\) nm⁻¹. A small admixture of higher, faster-decaying harmonics would raise the rate in this way.

Moving the cut by 0.3 nm within the vacuum leaves the dipole unchanged. A cut through the hafnium, which on this grid falls about 0.015 nm above its centre, gives \(1.44\,e\,\)nm instead, because all charge below the cut has been displaced by \(L\). This wrong value changes steeply with the position of the cut.

### Energies

In terms of the step, the uncorrected error is \(-M_0S_0/[2(L-\ell)]\). At \(L=3.2\) nm,
\[
-\frac{0.0579\times2.556}{2\times2.375}\ \text{eV}=-31\ \text{meV}.
\]
The error left by correcting afterwards is smaller by \(\ell/(L-\ell)=0.347\) and has the opposite sign, \(+10.8\) meV. Both agree with the computed energies. The self-consistent correction leaves less than \(10^{-8}\) meV, measured against the corrected cell with \(L=6.4\) nm. An integration with the open-boundary Green function, which uses no periodicity along \(z\), agrees with the corrected energy at 3.2 nm to \(3\times10^{-4}\) meV.

With 0.55 nm of vacuum between outermost nuclei the corrected energy is off by \(-1.9\) meV; with 0.75 nm, by \(-0.12\) meV. The decay rate is 13.9 nm⁻¹, which matches \(\sqrt2\,g_1\) and not \(g_1\). The checkerboard explains this: along either cell edge its fixed charges cancel in the harmonic \(g_1\), so the first harmonic they carry is the diagonal one. A much weaker term decaying with \(g_1\) is also present; it takes over only near \(L\approx4\) nm, where the error is already far below \(10^{-8}\) meV. Without any correction, an error of 1 meV would require a period of about 75 nm.

### Adsorption geometry

At \(L=2.4\) nm the false field is \(S_0/(L-\ell)=-2.556/1.575=-1.62\) V/nm. Acting on the hafnium charge alone it would give \(1.80\times(-1.62)=-2.9\) eV/nm. The full difference between uncorrected and corrected forces is \(-2.4\) eV/nm; the remainder comes from the changed induced dipoles. The false force pushes the hafnium towards the surface.

Now tilt the chlorine umbrella rigidly by 40° about an in-plane axis through the hafnium, so that its outward axis leans towards azimuth 0°, keeping \(L=2.4\) nm. The dipole shrinks to \(-0.0357\,e\,\)nm. The model energy changes by \(-62\) meV with the correction and by \(-33\) meV without it. The false part, 29 meV, follows from the upright cell's error of \(-47\) meV if \(\ell\) is taken as unchanged:
\[
47\left[1-\left(\frac{0.0357}{0.0579}\right)^2\right]\text{meV}=29\ \text{meV}.
\]
Leaning towards azimuth 45° or 90° instead shifts both model energies by roughly 15 meV but leaves the false part near 29 meV. For comparison, \(kT\) at 573 K is 49 meV. The uncorrected cell favours the larger dipole, so it biases the orientation. Comparing two geometries at the same \(L\) cancels the error only if \(M_0^2/(L-\ell)\) is the same for both.

### Beside the real surface

The coverage of 2.4 fragments per nm² is in the rough range of hafnium chloride chemisorbed on a hydroxylated oxide, but the model layer is crowded: chlorines of neighbouring fragments lie 0.30 nm apart, below their van der Waals contact of about 0.35 nm, and the 40° tilt towards azimuth 0° brings one chlorine to 0.27 nm from the oxygen. Without short-range repulsion the tilt energies themselves say nothing about real orientations; only the false part, fixed by \(M_0\) and \(\ell\), carries over. The step of 2.6 V is large: adsorbate layers more typically shift a work function by some tenths of a volt to one or two volts. The model assumes a perfectly ordered, upright layer with fixed charges, and real layers break this. Tilting every chlorine umbrella by 20° in the same direction reduces the step to about 2.3 V in magnitude. Taking \(-0.55\,e\) per chlorine, with hafnium compensating, raises it to 3.04 V. Raising the slab-site polarizability to 0.0035 nm³ moves it by only 0.01 V. Ionic relaxation and charge transfer are not computed. The model also responds linearly by construction. At \(L=2.4\) nm the false field is 1.6 V/nm in the vacuum and about 0.45 V/nm inside the slab, which is not weak, so in a real slab the formulas containing \(\ell\) hold only as far as its response stays linear. Because the error scales as \(M_0^2\), half the step at the same \(\ell\) would mean a quarter of the error.

Screening also enters the uncorrected energy directly, through \(\ell\). If \(\ell\) rose to the full 1.25 nm between outermost nuclei with \(M_0\) unchanged, the error at \(L=2.4\) nm would grow from \(-47\) to \(-64\) meV. Real electron densities also have exponential tails, which the Gaussians lack. For a rough barrier of 5 eV on the precursor side, the tail at the cut in this cell is about \(2\times10^{-6}\) of its value at the surface. For an electron of the same energy the barrier on the bare side is lower by the step of 2.56 eV, leaving about 2.4 eV, and the tail there is about \(10^{-4}\), which is still small. A weakly bound electron would need more vacuum.

The complete vacuum scan is in the numerical output below.

## Computed results

```
cell side 0.64 nm, grid step 0.040 nm
precursor coverage 2.44 per nm2
Gaussian width 0.070 nm
charges O, Hf, Cl: -0.30, 1.80, -0.50 e
slab + precursor thickness (nuclei) 1.249 nm
isolated dipole M0 -0.05786 e nm = -2.779 debye
screening length ell 0.8249 nm
energy error (meV): none / afterwards / self-consistent
 L 1.8 nm, vacuum 0.55 nm: -77.789 / 62.286 / -1.91e+00
 L 2.0 nm, vacuum 0.75 nm: -63.057 / 44.062 / -1.18e-01
 L 2.4 nm, vacuum 1.15 nm: -46.954 / 24.589 / -4.55e-04
 L 3.2 nm, vacuum 1.95 nm: -31.139 / 10.814 / -6.47e-09
 L 4.8 nm, vacuum 3.55 nm: -18.605 / 3.861 / 1.51e-11
energy decay rate 1.8 to 2.0 nm: 13.92 per nm
2 pi/a 9.82, sqrt(2) 2 pi/a 13.88 per nm
uncorrected period for 1 meV error 74.8 nm
grid results at L = 3.2 nm:
 loop iterations 54
 loop minus direct energy -4.4e-06 meV
 open-boundary minus corrected energy 3.0e-04 meV
 vacuum step right minus left -2.5563 V
 step from 4 pi M0/A -2.5563 V
 uncorrected vacuum slope dV/dz 1.0763 V/nm
 corrected slopes left, right 7.8e-08, 7.6e-08 V/nm
 largest planar potential mismatch 2.4e-07 V
 rms corrugation 0.42 nm above top: 16.821 mV
 rms corrugation 0.62 nm above top: 2.269 mV
 corrugation decay rate 10.02 per nm
 dipole, cut moved 0.3 nm in vacuum -0.05786 e nm
 dipole, cut through Hf (wrong) 1.441 e nm
geometry at L = 2.4 nm:
 false force on Hf, uncorrected -2.3728 eV/nm
 dipole after 40 degree tilt -0.03569 e nm
 tilt energy corrected -62.26 meV
 tilt energy uncorrected -33.23 meV
 false part of tilt energy 29.04 meV
 kT at 573 K 49.38 meV
neglected effects, sized:
 step with Cl charge -0.55 e -3.042 V
 step with slab site polarizability 0.0035 nm3 -2.570 V
 step with 20 degree rocking -2.291 V
 uncorrected error, full screening, 2.4 nm -64.27 meV
 uncorrected drop over vacuum, 2.4 nm 1.867 V
 electron tail at cut, 5 eV barrier, 2.4 nm 1.9e-06 (relative)
```
